# Space-charge-limited current through exponentially distributed traps: the Mark-Helfrich law, part 2

Electrons enter a semiconductor film at $x=0$ and leave at $x=L$. The problem is to find the steady current when traps hold most of the charge. The algebra is in atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$; numerical values are in engineering units. $F$ is the force on an electron along positive $x$, $J$ the magnitude of the current density, $V=\int_0^L F\,dx$ the potential drop, $\kappa$ the relative permittivity and $T$ the temperature.

Free electrons have mobility $\mu$ and density $n=N_c\theta$, with $N_c$ the effective density of transport states, $\theta=e^{-E_F/kT}$ and $E_F$ the depth of the quasi-Fermi level. Traps, neutral when empty, have total density $N_t$ and an exponential distribution in depth of width $kT_t$, with $l=T_t/T$. The ratio of release to capture is assumed independent of field.

With drift alone, constant $\mu$ and an ohmic contact, $F(0)=0$,
$$J=\mu nF, \tag{8}$$
$$\frac{dF}{dx}=\frac{4\pi}{\kappa}(n+n_t). \tag{9}$$
For $l>1$ and small filling, the trapped density $n_t$ obeys
$$n_t=c\,N_t\left(\frac{n}{N_c}\right)^{1/l}, \tag{6}$$
$$\frac{n}{n_t}=\frac{N_c}{cN_t}\,\theta^{1-1/l}, \tag{12}$$
with $c=(\pi/l)/\sin(\pi/l)$. A sharp Fermi edge would give $c=1$ and overstate $n$ at given $n_t$ by the factor $c^l$.

For $n\ll n_t$,
$$F^{1/l}\frac{dF}{dx}=A,\qquad A=\frac{4\pi cN_t}{\kappa}\left(\frac{J}{\mu N_c}\right)^{1/l}. \tag{13}$$
Hence $F(x)=F(L)(x/L)^{l/(l+1)}$ and
$$V=\int_0^LF\,dx=\frac{l+1}{2l+1}\,F(L)L,\qquad F(L)=\frac{2l+1}{l+1}\frac VL. \tag{15}$$
The result is the Mark-Helfrich law:
$$J=\mu N_c\left[\frac{\kappa l}{4\pi cN_t(l+1)}\right]^l\left(\frac{2l+1}{l+1}\right)^{l+1}\frac{V^{l+1}}{L^{2l+1}}. \tag{16}$$
In SI units $\kappa/4\pi$ becomes $\kappa\varepsilon_0/e$ inside the bracket, and the whole expression is multiplied by $e$.

For $l<1$ the square law holds instead, with $\mu_r=\mu/B$ and $B=1+N_t/[N_c(1-l)]$:
$$J=\frac{\kappa\mu_rF(L)^2}{8\pi L}=\frac{9\kappa\mu_r}{32\pi}\frac{V^2}{L^3}. \tag{11}$$
The exponents of both laws were tested numerically for 30 µm films.

### Why the current rises so steeply

Poisson's equation fixes the trapped density at the scale $n_t\propto V/L^2$. The free density follows as $n\propto n_t^l$, and the field as $V/L$. Their product has the powers in (16).

The same result can be read as a mobility that depends on density. Averaged over free and trapped electrons, the mobility is
$$\mu_{\rm eff}=\mu\frac{n}{n+n_t}\approx\mu\frac{N_c}{cN_t}\left(\frac{n_t}{cN_t}\right)^{l-1}.$$
As more charge is injected, the quasi-Fermi level rises and the electrons wait in shallower traps. The factor $n_t^{l-1}$ adds $l-1$ powers of $V$ to the square law.

A broader scaling rule holds for drift with constant mobility and any local relation $n_t(n)$ in a uniform film. Put $x=L\xi$, $F=L\Phi$ and $J=Lj$. Then $n=j/(\mu\Phi)$, and Poisson's equation becomes $d\Phi/d\xi=(4\pi/\kappa)(n+n_t)$, without $L$. Since $V=L^2\int_0^1\Phi\,d\xi$, the ratio $J/L$ is a function of $V/L^2$ alone. Equation (16) is the case in which that function is a power. Films of several thicknesses can therefore test the assumptions more sharply than the slope of one current-voltage curve, provided their materials and contacts are the same.

### A worked example

Take a model film with these round parameters:

- $L=500$ nm, $V=20$ V, $\kappa=3$.
- $T=300$ K and $T_t=1200$ K, so $l=4$. The energies are $kT=0.0259$ eV and $kT_t=0.103$ eV.
- $N_t=10^{18}$ cm$^{-3}$ and $N_c=10^{20}$ cm$^{-3}$.
- $\mu=10^{-6}$ cm$^2$/Vs.

The field at the exit is, by (15),
$$F(L)=\frac95\times\frac{20\ \text{V}}{5\times10^{-5}\ \text{cm}}=0.72\ \text{MV/cm}.$$
Differentiating the profile gives $dF/dx=[l/(l+1)]F/L$ at the exit. Hence, with $\varepsilon_0/e=5.526\times10^5$ V$^{-1}$cm$^{-1}$,
$$n_t(L)=3\times5.526\times10^5\times0.8\times\frac{7.2\times10^5}{5\times10^{-5}}\ \text{cm}^{-3}=1.91\times10^{16}\ \text{cm}^{-3}.$$
The free density is
$$n(L)=10^{20}\left(\frac{1.91\times10^{16}}{1.111\times10^{18}}\right)^4\text{cm}^{-3}=8.7\times10^{12}\ \text{cm}^{-3}.$$
The current density is
$$J=en\mu F=1.0\times10^{-6}\ \text{A/cm}^2,$$
or $4.3\times10^{-21}$ atomic units. The quasi-Fermi level at the exit is 0.42 eV deep. The effective mobility there is $4.6\times10^{-10}$ cm$^2$/Vs, some 2000 times below $\mu$.

### The effect of free charge

At the exit $\eta=n/n_t=4.6\times10^{-4}$. By (12) this ratio varies as $\theta^{1-1/l}$, and at fixed current $\theta\propto1/F$. To first order in $\eta$, the thickness at which a given exit field is reached is
$$L'=L-\eta\,\frac{\int_0^{F(L)}F^{1/l}\,[F/F(L)]^{-1+1/l}\,dF}{A}=L\left(1-\frac{l+1}{2}\eta\right).$$
The same integral with an additional factor $F$ gives
$$V'=V\left(1-\frac{2l+1}{l+2}\eta\right).$$
For $l=4$ the relative reductions are $2.5\eta$ and $1.5\eta$. The ratio of the current to the law evaluated at $V'$ and $L'$ is therefore
$$1+5(1.5\eta)-9(2.5\eta)=1-15\eta=0.993 .$$
Numerical integration with free charge gives 0.9933. At one thousandth of the current and the same thickness it gives 0.99989. The approach to one is expected, since $\theta\propto J^{l/(l+1)}$ at fixed $L$ and $\eta\propto\theta^{3/4}$.

### Diffusion near the injecting contact

With the Einstein relation, the complete current is
$$J=\mu\left(nF-kT\frac{dn}{dx}\right).$$
The density falls away from the injector, so diffusion there helps the forward current. The drift solution has $n\propto1/F\propto x^{-l/(l+1)}$. In that solution the diffusion term equals the drift term at a distance $x_d$ given by
$$x_dF(x_d)=\frac{l}{l+1}kT,\qquad
\frac{x_d}{L}=\left[\frac{l\,kT}{(l+1)F(L)L}\right]^{(l+1)/(2l+1)}.$$
For the example, $F(L)L=36$ V and $x_d=8$ nm. This sets a scale, not the full correction.

A numerical solution with drift, diffusion and free charge was started at the collector with the current, field and density of the drift law. It was continued towards the injector until $n=0.01N_c$, the density assigned to the contact. The accumulation layer at the collector was left out. The resulting film is 532 nm thick, has a potential drop of 19.8 V, and carries 1.85 times the current that (16) gives for those two values.

The factor can be traced to the ninth power of thickness. The contact layer adds 32 nm, while the rest of the film behaves nearly like the original 500 nm drift film. The ratio of thicknesses gives $(532.4/500)^9=1.76$, and the ratio of voltages gives $(20/19.81)^5=1.05$. Their product is 1.85. For a film of exactly 500 nm at 20 V the same equations give a factor of 1.80. The factor depends on the density assigned to the contact: it is 1.51 for $10^{-4}N_c$, 1.68 for $10^{-3}N_c$ and 1.88 for $0.1N_c$. Over this range the ideal law underestimates the current of this model film by a factor of 1.5 to 1.9, although $V$ is about 770 times $kT/e$.

Two further solutions kept the nominal $V/L^2$ fixed, and with it the exit density of the drift law. At 2.02 µm and 320 V the ratio was 1.12. At 8.01 µm and 5.12 kV it was 1.02. These voltages would exceed the breakdown limit assumed below. They serve to show that the diffusion correction fades in the mathematical limit of large $V$ at fixed $V/L^2$.

### Temperature

The exponent $l+1$ belongs to one temperature. At fixed $V$, $L$, $\mu$ and $N_c$, the law gives $5.9\times10^{-8}$ A/cm$^2$ at 250 K and $7.5\times10^{-6}$ A/cm$^2$ at 350 K. The corresponding values of $l$ are 4.80 and 3.43.

Equation (6) gives the quasi-Fermi depth as $E_F=kT_t\ln(cN_t/n_t)$. Apart from the slowly varying factors that depend on $l$, this depth is fixed by the injected charge. The free density is thermally activated across it. The two currents give a mean activation energy
$$\frac{\ln(7.538\times10^{-6}/5.873\times10^{-8})}{1/k(250\ \text{K})-1/k(350\ \text{K})}=0.37\ \text{eV}.$$
This is below the exit depth of 0.42 eV because $c$, the exit charge and the exit field also change with $l$. An activation energy read from such a plot is therefore not a trap depth. In this model it also depends on voltage, through $n_t$.

### Lower and upper ends of the window

Suppose the film contains a neutral background with $10^9$ free electrons per cm$^3$. Its ohmic current is $en_0\mu V/L$, where $n_0$ is the background density. This equals (16) at 1.8 V. The value marks only the crossing of two limiting laws. By (6), traps in equilibrium with the background electrons hold $n_{t0}=2.0\times10^{15}$ cm$^{-3}$, and fixed positive charge keeps the film neutral. Only the excess $n_t-n_{t0}$ then enters Poisson's equation, while the free density still follows the whole trapped density as $n\propto n_t^4$. The current near the crossing therefore exceeds both laws. Integrating $dF/dx=(4\pi/\kappa)(n_t-n_{t0})$ with drift alone gives about 13 times either law at 1.8 V, and still about 1.35 times (16) at 20 V. At this voltage $x_d$ has grown to about 30 nm, since $x_d\propto V^{-5/9}$ at fixed $L$. The background and diffusion thus both make (16) unreliable before the ohmic current takes over.

At high voltage the power law for $n_t$ must fail when the traps fill. A uniform charge $N_t$ gives $F=4\pi N_tx/\kappa$ and the potential drop
$$V_{\rm filled}=\frac{2\pi N_tL^2}{\kappa},$$
or 754 V here. With an assumed rough breakdown field of 2 MV/cm, the exit field reaches breakdown at 56 V. Free charge also limits the law before the traps fill. At fixed thickness the drift law gives $\eta=n/n_t\propto n_t^{l-1}\propto V^3$ for $l=4$. Extrapolated in this way, $\eta$ would reach one near 260 V. The extrapolation overstates it: with free charge retained, $\eta$ is 0.25 at 260 V, where the current has fallen to 0.14 of the law. At 56 V $\eta$ is already about 0.01. The first-order correction $15\eta$ found above would then be near 15 percent, and integration with free charge retained gives a reduction of 11 percent. In this film the upper end of the window is therefore set by free charge and breakdown, not by trap filling.

### Effects of the field on hopping and release

If transport consists of hops of length $a$ along an ordered row, the field multiplies forward and backward rates by $e^{z}$ and $e^{-z}$, with $z=Fa/2kT$. The net velocity is proportional to $2\sinh z$, against $2z$ at low field. The mobility gain is $\sinh z/z$. For $a=1$ nm it reaches 1.36 at the exit. Integrated over the film, with free charge included, it raises the current to 1.06 times the law. The effect on the current is smaller than the gain at the exit for two reasons. The value of $z$ is smaller elsewhere, and the current depends mostly on the mobility nearer the injector: to first order, a local gain counts with a weight proportional to $1-(x/L)^{l/(l+1)}$, which vanishes at the exit. The result is sensitive to $a$. For a hop of 2.2 nm, the mean spacing $N_c^{-1/3}$, the current would be about 1.3 times the law. Energetic disorder, absent from this row, can make the field dependence stronger.

This estimate leaves the release from traps unchanged. If release is itself a hop of length $a$ along the force, the field can lower its barrier by up to $Fa$, even for a neutral trap. For $a=1$ nm this is 0.072 eV at the exit, which corresponds to a Boltzmann factor of 16. Hops in other directions gain less, and capture can change too, so this factor is not a correction to the current. It shows that a field-independent ratio of release to capture, as assumed in (16), is not assured at this field.

For a trap that is positively charged when empty, the lowering is much larger. The potential energy of an electron leaving along the force is $-1/(\kappa r)-Fr$. Its maximum lies at $r=(\kappa F)^{-1/2}$ and has the value $-2(F/\kappa)^{1/2}$. The barrier is lowered by $2(F/\kappa)^{1/2}$, which is 0.37 eV at the exit. The corresponding Boltzmann factor is about $2\times10^6$. This one-dimensional estimate is too large to treat as a correction. It shows that (16) cannot be used for such traps at this field.

Direct tunnelling between traps can be estimated from their mean spacing, $N_t^{-1/3}=10$ nm. With a wavefunction decay length of 0.5 nm, a 10 nm hop is weaker than a 1 nm transport hop by $e^{-2\times9/0.5}=e^{-36}$. After multiplication by $n_t/n$, the ratio of hop rates per volume is $5\times10^{-13}$. The squared ratio of hop lengths, a factor of 100, raises the estimated contribution relative to free conduction to about $5\times10^{-11}$. Clusters of traps could change this estimate, but for evenly spread traps the neglect is justified.

Heating is negligible here. If all the power $JV$ crossed the full film thickness, with an assumed thermal conductivity of 0.2 W/(m K), the temperature difference would be $5\times10^{-7}$ K. Heating of the substrate is not included.

### The model beside real films

The parameters are round model values and describe no particular material. Real layers break the assumption of drift alone: within this model, diffusion and free charge together raise the current by a factor of about 1.8 for a contact density of $0.01N_c$, and by 1.5 to 1.9 for contact densities from $10^{-4}N_c$ to $0.1N_c$. They also have mobilities that depend on field and density, for which the ordered-row estimate of six percent may be too small. The current of $10^{-6}$ A/cm$^2$ is therefore an ideal reference value. A steep measured slope does not by itself establish an exponential trap distribution, since a mobility that rises with field also steepens the curve.

For any film with exponentially distributed traps the first question is the width of the distribution. If $kT_t$ is well below $kT$, which is 0.026 eV at 300 K, the traps give the square law (11) and not (16). If it is only just below, the exponents stay close to those of the square law, but with dense traps the current can differ from (11) by a factor of two or more. Where $l>1$ does hold, thickness scaling and temperature dependence should be examined together with the slope. The numerical output lists the values used here.

## Table of computed values

```
Film thickness L: 500 nm
Potential drop V: 20 V
Temperature T: 300 K
Trap temperature Tt: 1200 K
Ratio l: 4
Relative permittivity: 3
Free mobility: 1e-06 cm2/Vs
Transport-state density Nc: 1e+20 cm^-3
Trap density Nt: 1e+18 cm^-3
Thermal energy kT: 0.02585 eV
Trap energy kTt: 0.1034 eV
Fermi factor c: 1.111
Sharp-edge overestimate c^l: 1.522
Current density J, law: 1.008e-06 A/cm2
Current density J, law: 4.264e-21 atomic units
Exit field: 0.72 MV/cm
Free density at exit: 8.742e+12 cm^-3
Trapped density at exit: 1.91e+16 cm^-3
Quasi-Fermi depth at exit: 0.4202 eV
Effective mobility at exit: 4.575e-10 cm2/Vs
Drift quadrature J / law J: 0.99331
Same ratio at J/1000: 0.999892
l=2, 30 um film, powers of V and L: 2.9997, -4.9994
l=4, 30 um film, powers of V and L: 5.0000, -9.0000
l=0.5, dense traps, powers of V and L: 2.0000, -3.0000
Contact free density / Nc: 0.01
With diffusion: L=532.4 nm, V=19.81 V, J/law=1.845
With diffusion: L=2024.3 nm, V=319.65 V, J/law=1.121
With diffusion: L=8011.9 nm, V=5116.41 V, J/law=1.017
Hop length: 1 nm
Hopping mobility gain at exit: 1.356
J / law with field-assisted hopping: 1.061
Coulomb barrier lowering at exit: 0.3718 eV
Its Boltzmann factor: 1.8e+06
Wavefunction decay length: 0.5 nm
Mean trap spacing: 10 nm
Trap-to-trap / free conduction: 5.1e-13
Background free density: 1e+09 cm^-3
Ohmic crossover voltage: 1.79 V
Trap-filled-limit voltage: 754 V
Assumed rough breakdown field: 2 MV/cm
Voltage where exit field reaches it: 56 V
Assumed thermal conductivity: 0.2 W/(m K)
Heating across film, upper estimate: 5e-07 K
At 250 K: l=4.800, J=5.873e-08 A/cm2
At 350 K: l=3.429, J=7.538e-06 A/cm2
```
